# Why crystal truncation rods of a stepped surface follow the average surface normal: verification in Python

```python
# RESULT UNDER TEST: a regular staircase surface scatters into rods parallel to
# the normal of the AVERAGE surface, not to the normal of the terraces.
# Symbols: a, c = cell width and height; M = cells per terrace; P = terraces;
# (h, l) = momentum transfer in units of 2 pi/a (x, down the stairs) and
# 2 pi/c (z, terrace normal); L0 = integer l of the Bragg point on a rod.
# tops[n] = height (in cells) of the topmost cell of column n.
# Rod through (1,0,L0): h = 1 + (l - L0)/M, tilt = atan(c/(M a)),
# lattice intensity P^2 / (4 sin^2(pi (l - L0)/M)).
import numpy as np
from scipy import constants as const

TWO_PI_I = 2j * np.pi
LOSS = 1e-3                      # weak amplitude loss per layer, for convergence
GRID = 2**19                     # points in one period of h
offset = np.fft.fftfreq(GRID)    # h - 1


def staircase(cells, terraces, bunch=1, dx=0.0, dz=0.0):
    """Highest lattice sites lying below a tilted plane (or bunched steps)."""
    n = np.arange(1, cells * terraces + 1)
    return bunch * np.floor(-(n + dx) / (cells * bunch) - dz)


def depth_sum(l):
    depth = np.arange(20000)
    return np.sum(np.exp(-(TWO_PI_I * l + LOSS) * depth))


def amplitude(tops, h, l):
    n = np.arange(1, len(tops) + 1)
    return np.sum(np.exp(TWO_PI_I * (h * n + l * tops))) * depth_sum(l)


def scan(tops, l):
    """Amplitude of the column sum for all h in one period."""
    columns = np.exp(TWO_PI_I * l * tops) * depth_sum(l)
    return GRID * np.fft.ifft(columns, GRID)


def tilt_from_peaks(peaks, l_values, a, c):
    slope = np.polyfit(l_values, peaks, 1)[0]
    return np.degrees(np.arctan(slope * c / a))


def rod_tilt(tops, l_values, a, c):
    peaks = [offset[np.argmax(abs(scan(tops, l)))] for l in l_values]
    return tilt_from_peaks(peaks, l_values, a, c)


def surface_tilt(tops, a, c):
    x = a * np.arange(len(tops))
    return -np.degrees(np.arctan(np.polyfit(x, c * tops, 1)[0]))


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


# Example inputs: rough typical values for a vicinal LaMnO3 (001) surface
a = c = 0.39                     # nm, pseudocubic cell
M, P, l = 40, 25, 1.3
wavelength = 0.1                 # nm
W = M * a
alpha = np.degrees(np.arctan(c / W))

# 1. Direction of the rods against the fitted average surface
l_values = np.linspace(1.1, 1.4, 5)
stairs = staircase(M, 100)
tilt_rod = rod_tilt(stairs, l_values, a, c)
tilt_surface = surface_tilt(stairs, a, c)
assert abs(tilt_rod / tilt_surface - 1) < 0.01
assert abs(tilt_rod / alpha - 1) < 0.01
other = staircase(7, 100)        # steep stairs, non-cubic cell
other_rod = rod_tilt(other, l_values, 0.4, 0.6)
other_surface = surface_tilt(other, 0.4, 0.6)
assert abs(other_rod / other_surface - 1) < 0.01

# 2. Controls: flat surface and one lone terrace give the terrace normal
assert abs(rod_tilt(np.zeros(4000), l_values, a, c)) < 1e-3
assert abs(rod_tilt(staircase(M, 1), l_values, a, c)) < 1e-3

# 3. Bunched double steps: Bragg rods and extra rods, both along the normal
bunched = staircase(M, 100, bunch=2)
tilt_bragg = rod_tilt(bunched, np.linspace(1.08, 1.22, 5), a, c)
tilt_extra = rod_tilt(bunched, np.linspace(1.30, 1.42, 5), a, c)
assert abs(tilt_bragg / alpha - 1) < 0.01
assert abs(tilt_extra / alpha - 1) < 0.01
extra_peak = offset[np.argmax(abs(scan(bunched, l)))]
assert abs(extra_peak - (l - 1 - 0.5) / M) < 2e-5

# 4. LaMnO3 cut atom by atom: same direction (x, z offsets; electron number)
atoms = [(0, 0, 57), (.5, .5, 25), (.5, 0, 8), (.5, .5, 8), (0, .5, 8)]
peaks = []
for lv in l_values:
    total = 0
    for dx, dz, electrons in atoms:
        phase = np.exp(TWO_PI_I * ((1 + offset) * dx + lv * dz))
        total = total + electrons * phase * scan(
            staircase(M, 100, dx=dx, dz=dz), lv)
    peaks.append(offset[np.argmax(abs(total))])
tilt_atoms = tilt_from_peaks(peaks, l_values, a, c)
assert abs(tilt_atoms / alpha - 1) < 0.01


# 5. Intensity on rods, and cancellation along the terrace normal
def rod_factor(l, L0, cells):
    return 1 / (4 * np.sin(np.pi * (l - L0) / cells)**2)


example = staircase(M, P)
for L0 in (0, 1, 2, 3):
    direct = abs(amplitude(example, 1 + (l - L0) / M, l))**2 / P**2
    assert abs(direct / rod_factor(l, L0, M) - 1) < 5e-3
h1, h2 = 1 + (l - 1) / M, 1 + (l - 2) / M
one = staircase(M, 1)
one_normal = abs(amplitude(one, 1, l))**2
one_rod = abs(amplitude(one, h1, l))**2
all_normal = abs(amplitude(example, 1, l))**2
all_rod = abs(amplitude(example, h1, l))**2
cancel = (np.sin(P * np.pi * (l - 1)) / np.sin(np.pi * (l - 1)))**2
assert one_normal > one_rod and all_normal < 0.01 * all_rod
assert abs(all_normal / one_normal / cancel - 1) < 1e-6
assert abs(one_normal * 4 * np.sin(np.pi * l)**2 / M**2 - 1) < 5e-3

# 6. The M rods together carry the lattice intensity of the flat-surface rod
flat = M**2 / (4 * np.sin(np.pi * l)**2)
assert abs(sum(rod_factor(l, L, M) for L in range(M)) / flat - 1) < 1e-10
share1, share2 = rod_factor(l, 1, M) / flat, rod_factor(l, 2, M) / flat

# 7. Stepped top and flat bottom: one rod for each face
bottom = 150
layers = np.arange(-bottom, 1)
filled = np.cumsum(np.exp(TWO_PI_I * l * layers))
wedge = abs(GRID * np.fft.ifft(filled[stairs.astype(int) + bottom], GRID))**2
semi = abs(scan(stairs, l))**2
near_flat = abs(offset) < 0.002
near_step = abs(offset - (l - 1) / M) < 0.002
peak_flat = offset[near_flat][np.argmax(wedge[near_flat])]
peak_step = offset[near_step][np.argmax(wedge[near_step])]
assert abs(peak_flat) < 1e-4 and abs(peak_step - (l - 1) / M) < 1e-4
assert wedge[0] > 100 * semi[0]

# 8. Random terrace widths: simulation against the step-edge formula
sigma = 0.3 * M
widths = np.arange(1, 2 * M)
prob = np.exp(-(widths - M)**2 / (2 * sigma**2))
prob /= prob.sum()


def disordered(dh):
    chi = np.exp(TWO_PI_I * np.outer(dh, widths)) @ prob
    chi = chi * np.exp(-TWO_PI_I * l)
    edges = (1 - abs(chi)**2) / abs(1 - chi)**2
    return edges / (4 * np.sin(np.pi * dh)**2)


rng = np.random.default_rng(5)
small_grid, terraces, samples = 2**16, 400, 400
dh_small = np.fft.fftfreq(small_grid)
window = abs(dh_small - (l - 1) / M) < 0.0006
mean_profile = np.zeros(window.sum())
for _ in range(samples):
    w = rng.choice(widths, size=terraces, p=prob)
    tops = -np.repeat(np.arange(1, terraces + 1), w)
    wave = small_grid * np.fft.ifft(np.exp(TWO_PI_I * l * tops), small_grid)
    mean_profile += abs(wave[window])**2 / (terraces * samples)
mean_profile *= abs(depth_sum(l))**2
# 5 percent: finite staircase (about 2 percent) and sampling noise
sim_ratio = mean_profile.mean() / disordered(dh_small[window]).mean()
assert abs(sim_ratio - 1) < 0.05
dh = np.linspace(0.004, 0.011, 7001)
profile = disordered(dh)
width_rand = np.sum(profile > profile.max() / 2) * (dh[1] - dh[0])
shift_rand = dh[np.argmax(profile)] / ((l - 1) / M) - 1
assert abs(shift_rand) < 0.05


# Structure factor of the whole cell at k = 0
def cell_strength(h, l, scale=(1, 1, 1, 1, 1)):
    terms = [s * z * np.exp(TWO_PI_I * (h * dx + l * dz))
             for s, (dx, dz, z) in zip(scale, atoms)]
    return abs(sum(terms))**2


F1, F2 = cell_strength(h1, l), cell_strength(h2, l)
lattice_ratio = rod_factor(l, 1, M) / rod_factor(l, 2, M)
full_ratio = lattice_ratio * F1 / F2
fall = (0.8, 0.8, 0.6, 0.6, 0.6)  # rough form-factor fall-off
F1_fall, F2_fall = cell_strength(h1, l, fall), cell_strength(h2, l, fall)

# Sizes of neglected effects
unit_q = 2 * np.pi / a
k = 2 * np.pi / wavelength
r_e = const.physical_constants["classical electron radius"][0] * 1e9
density = sum(z for _, _, z in atoms) / a**3
delta = r_e * wavelength**2 * density / (2 * np.pi)
sin_angle = l * unit_q / (2 * k)
refraction_l = 2 * k * delta / sin_angle / unit_q
coherence, attenuation, vibration, film = 200.0, 1e4, 0.01, 50.0  # nm
loss_layer = c / (attenuation * sin_angle)
thermal = np.exp(-(unit_q * np.hypot(h1, l) * vibration)**2)

show("cell width a = cell height c (rough)", a, "nm")
show("cells per terrace M", M)
show("terrace width W", W, "nm")
show("X-ray wavelength", wavelength, "nm")
show("tilt atan(c/(M a))", alpha, "deg")
show("tilt of rods found in the column sum", tilt_rod, "deg")
show("tilt of line fitted to the surface", tilt_surface, "deg")
show("steep non-cubic stairs: rod tilt", other_rod, "deg")
show("steep non-cubic stairs: surface tilt", other_surface, "deg")
show("double steps: tilt of Bragg rods", tilt_bragg, "deg")
show("double steps: tilt of extra rods", tilt_extra, "deg")
show("atom-by-atom cut: rod tilt", tilt_atoms, "deg")
show("chosen height l", l)
show("h of rod from (1,0,1)", h1, "", 6)
show("h of rod from (1,0,2)", h2, "", 6)
show("offset of first rod from terrace normal", (h1 - 1) * unit_q, "nm^-1")
show("offset of second rod from terrace normal", (h2 - 1) * unit_q, "nm^-1")
show("rod separation 2 pi/W", 2 * np.pi / W, "nm^-1")
show("1 terrace, on terrace normal, lattice intensity", one_normal)
show("1 terrace, on first rod, lattice intensity", one_rod)
show("number of terraces P", P)
show("P terraces, on terrace normal, lattice intensity", all_normal)
show("P terraces, on first rod, lattice intensity", all_rod)
show("cancellation factor on terrace normal", cancel)
show("in-phase factor P^2", P**2)
show("share of flat-rod intensity, first rod", 100 * share1, "%")
show("share of flat-rod intensity, second rod", 100 * share2, "%")
show("lattice intensity ratio first/second rod", lattice_ratio)
show("|F|^2 on first rod", F1, "electrons^2")
show("|F|^2 on second rod", F2, "electrons^2")
show("full intensity ratio first/second rod", full_ratio)
show("same ratio with rough form-factor fall-off",
     lattice_ratio * F1_fall / F2_fall)
show("|F|^2 left after that fall-off", 100 * F1_fall / F1, "%")
show("two-faced crystal: h-1 of flat-face rod", peak_flat, "", 3)
show("two-faced crystal: h-1 of stepped-face rod", peak_step, "", 3)
show("terrace-width spread assumed", 100 * sigma / M, "% of M")
show("disorder: simulation/formula", sim_ratio, "", 3)
show("disorder: rod full width", width_rand * unit_q, "nm^-1", 3)
show("disorder: change of rod offset", 100 * shift_rand, "%", 2)
show("coherence length assumed (rough)", coherence, "nm")
show("coherence broadening", 2 * np.pi / coherence, "nm^-1", 3)
show("miscut at which W = coherence length",
     np.degrees(np.arctan(c / coherence)), "deg", 2)
show("refractive decrement", delta, "", 2)
show("refraction shift along rod, in l", refraction_l, "", 2)
show("attenuation length assumed (rough)", attenuation, "nm")
show("absorption: amplitude loss per layer", loss_layer, "", 2)
show("rms vibration assumed (rough)", vibration, "nm")
show("thermal intensity factor", thermal, "", 2)
show("film thickness for fringe estimate", film, "nm")
show("fringe period along rod, in l", c / film, "", 2)
print("all good")
```

Printed output:

```
cell width a = cell height c (rough): 0.39 nm
cells per terrace M: 40
terrace width W: 15.6 nm
X-ray wavelength: 0.1 nm
tilt atan(c/(M a)): 1.432 deg
tilt of rods found in the column sum: 1.432 deg
tilt of line fitted to the surface: 1.432 deg
steep non-cubic stairs: rod tilt: 12.09 deg
steep non-cubic stairs: surface tilt: 12.09 deg
double steps: tilt of Bragg rods: 1.431 deg
double steps: tilt of extra rods: 1.431 deg
atom-by-atom cut: rod tilt: 1.432 deg
chosen height l: 1.3
h of rod from (1,0,1): 1.0075
h of rod from (1,0,2): 0.9825
offset of first rod from terrace normal: 0.1208 nm^-1
offset of second rod from terrace normal: -0.2819 nm^-1
rod separation 2 pi/W: 0.4028 nm^-1
1 terrace, on terrace normal, lattice intensity: 611.8
1 terrace, on first rod, lattice intensity: 450.9
number of terraces P: 25
P terraces, on terrace normal, lattice intensity: 934.7
P terraces, on first rod, lattice intensity: 2.818e+05
cancellation factor on terrace normal: 1.528
in-phase factor P^2: 625
share of flat-rod intensity, first rod: 73.7 %
share of flat-rod intensity, second rod: 13.55 %
lattice intensity ratio first/second rod: 5.44
|F|^2 on first rod: 4397 electrons^2
|F|^2 on second rod: 4626 electrons^2
full intensity ratio first/second rod: 5.17
same ratio with rough form-factor fall-off: 5.196
|F|^2 left after that fall-off: 67.81 %
two-faced crystal: h-1 of flat-face rod: 1.91e-06
two-faced crystal: h-1 of stepped-face rod: 0.0075
terrace-width spread assumed: 30 % of M
disorder: simulation/formula: 0.984
disorder: rod full width: 0.0197 nm^-1
disorder: change of rod offset: -1.4 %
coherence length assumed (rough): 200 nm
coherence broadening: 0.0314 nm^-1
miscut at which W = coherence length: 0.11 deg
refractive decrement: 8e-06
refraction shift along rod, in l: 0.00038
attenuation length assumed (rough): 1e+04 nm
absorption: amplitude loss per layer: 0.00023
rms vibration assumed (rough): 0.01 nm
thermal intensity factor: 0.93
film thickness for fringe estimate: 50 nm
fringe period along rod, in l: 0.0078
all good
```
